# Direct Logarithmic Oxide Growth Limited by Electron Tunnelling

Suppose that the thickness $X$ of a thin oxide film has been plotted against $\ln t$ and lies on a straight line. Two decisions follow. May the slope be turned into a decay constant for electrons in the oxide, and hence into a barrier height? And may the line be continued to a year of exposure? Both depend on how the growth rate varies with thickness, so I start with the simplest rate and then ask where it comes from.

## 1. A purely exponential rate

Let the film be uniform, with thickness $X_0$ at $t=0$, and let

$$\frac{dX}{dt}=A\,e^{-2\kappa X},\qquad (1)$$

where $A$ and $\kappa$ depend on neither $X$ nor $t$. The factor 2 appears because a wave amplitude decays as $e^{-\kappa X}$ and a current follows the squared amplitude.

Multiply by $e^{2\kappa X}$. The left side becomes a total derivative:

$$e^{2\kappa X}\frac{dX}{dt}=\frac{d}{dt}\left(\frac{e^{2\kappa X}}{2\kappa}\right)=A .$$

Integration from 0 to $t$ gives

$$e^{2\kappa X}-e^{2\kappa X_0}=2\kappa A t. \qquad (2)$$

Define the initial rate $v_0=Ae^{-2\kappa X_0}$ and divide by $e^{2\kappa X_0}$:

$$e^{2\kappa (X-X_0)}=1+2\kappa v_0t .$$

The logarithm of both sides is the direct logarithmic law,

$$X(t)=X_0+\frac{1}{2\kappa}\ln\left(1+\frac{t}{\tau}\right),\qquad \tau=\frac{1}{2\kappa v_0}. \qquad (3)$$

Nothing was neglected between (1) and (3). Differentiation confirms it:

$$\frac{dX}{dt}=\frac{1}{2\kappa\tau}\,\frac{1}{1+t/\tau}=\frac{v_0}{1+t/\tau}=v_0e^{-2\kappa(X-X_0)} .$$

**Short times.** For $t\ll\tau$, $\ln(1+t/\tau)\approx t/\tau$, so $X-X_0\approx v_0t$. The film has not yet thickened enough to slow its own growth. The 1 inside the logarithm provides this regime and keeps $X$ finite at $t=0$.

**Long times.** For $t\gg\tau$, growth between $t$ and $10t$ is

$$\frac{1}{2\kappa}\ln\frac{\tau+10t}{\tau+t}\to\frac{\ln 10}{2\kappa}. \qquad (4)$$

The rate tends to $1/(2\kappa t)$, in which $A$ no longer appears. Equation (2) also gives $X=(2\kappa)^{-1}\ln(e^{2\kappa X_0}+2\kappa At)$. Once the second term dominates, the starting thickness is forgotten. A tenfold larger $A$ then shifts the whole line upward by $\ln10/(2\kappa)$ without changing its slope.

## 2. A rectangular barrier

Now the rate needs a source. Each metal cation added to the oxide requires $z$ electrons, which are captured by oxygen at the outer surface. If $\Omega$ is the oxide volume per cation and $J_e$ the number of electrons arriving per area and time, then $J_e/z$ cations are added per area and time, and

$$\frac{dX}{dt}=\frac{\Omega}{z}J_e. \qquad (5)$$

I assume that captured electrons do not return and that tunnelling is their only path. Write $J_e=FT(X)$, with $F$ the flux striking the barrier, for now constant, and $T$ the transmission probability.

Take a barrier of height $W_0$ above the electron energy, between $x=0$ (metal) and $x=X$ (surface). Inside, $\kappa=C\sqrt{W_0}$ with $C=\sqrt{2m}/\hbar$. For the free-electron mass, $C=5.1232$ nm$^{-1}$ eV$^{-1/2}$. The states outside are represented by plane waves of wavevector $k$ on both sides:

- metal: $e^{ikx}+r e^{-ikx}$;
- oxide: $a\cosh\kappa(X-x)+b\sinh\kappa(X-x)$;
- surface side: $s\,e^{ik(x-X)}$.

Continuity of $\psi$ and $\psi'$ at $x=X$ gives $a=s$ and $-\kappa b=iks$. At $x=0$ the same two conditions give

$$1+r=s\left[\cosh\kappa X-\frac{ik}{\kappa}\sinh\kappa X\right],$$

$$1-r=s\left[\cosh\kappa X+\frac{i\kappa}{k}\sinh\kappa X\right].$$

Adding them removes $r$:

$$\frac1s=\cosh\kappa X+\frac{i}{2}\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa X .$$

With equal wavevectors outside, $T=|s|^2$. Using $\cosh^2=1+\sinh^2$,

$$\frac1T=1+M\sinh^2\kappa X,\qquad M=\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}. \qquad (6)$$

For $\kappa X\gg1$, $\sinh^2\kappa X\approx e^{2\kappa X}/4$, and

$$T\approx\frac{4}{M}e^{-2\kappa X}=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}e^{-2\kappa X}. \qquad (7)$$

This is rate (1), with $A=4\Omega F/(zM)$.

**Thin-film limit.** As $X\to0$, (6) gives $T\to1$, whereas (7) gives $4/M$. For $W_0=1.5$ eV and a kinetic energy of 5 eV outside, (7) is 1.32 times the value from (6) at 0.1 nm. At 1 nm, where $T=1.01\times10^{-5}$, the two agree to better than one part in $10^4$. The excess of (7) is 2 per cent at 0.3 nm and 0.2 per cent at 0.5 nm, so for this barrier the exponential suits a film that is already about half a nanometre thick.

The full expression can also be integrated. Since $\sinh^2\kappa x=(\cosh2\kappa x-1)/2$, equation (5) yields

$$\frac{\Omega F}{z}\,t=\left[x+M\left(\frac{\sinh2\kappa x}{4\kappa}-\frac{x}{2}\right)\right]_{X_0}^{X}.$$

This gives $t$ as a function of $X$. When both thicknesses are large compared with $1/\kappa$, the growing exponential in $\sinh$ dominates and (2) returns.

## 3. A voltage across the film

A real growing film carries a voltage, which tilts the barrier. Let the barrier be $W_0$ at the metal and $W_0-U$ at the surface, with a linear fall between them, which neglects space charge and image forces. Positive $U$ means that the outer surface is at positive potential: this helps electrons outward and holds cations back.

**What fixes $U$?** In steady growth no net charge crosses the film, so $J_e=zJ_{ion}$, where $J_{ion}$ is the outward cation flux. If electrons are slow, cations run ahead and charge the surface positively until they are almost stopped. They stop when the electrostatic energy $zU_i$ gained by a cation of charge $+z$ equals its drop in chemical potential from the inner to the outer interface:

$$zU_i=\mu_{in}-\mu_{out}.$$

With fixed interface compositions, $U_i$ does not depend on $X$. The film is thus pinned near a fixed voltage, and its field falls as $1/X$.

To see the approach to pinning, take a linear ionic law as a model:

$$v=\frac{B(U_i-U)}{X}\quad\Rightarrow\quad U_i-U=\frac{vX}{B}. \qquad (8)$$

Tunnelling makes $v$ fall exponentially, much faster than $X$ rises, so $U\to U_i$. In the opposite regime, slow ions control growth and (1) does not apply; Cabrera–Mott theory treats that case.

**What does the tilt do to the exponent?** For a slowly varying barrier the semiclassical decaying wave is proportional to $\kappa(x)^{-1/2}\exp(-\int\kappa\,dx)$. The exponent of $T$ is therefore $-2\phi$, where

$$\phi=C\int_0^X\sqrt{W_0-\frac{Ux}{X}}\,dx .$$

Set $W=W_0-Ux/X$, so $dx=-X\,dW/U$. Reversing the limits absorbs the minus sign:

$$\phi=\frac{CX}{U}\int_{W_0-U}^{W_0}\sqrt W\,dW=\frac{2CX}{3U}(a^3-b^3),$$

with $a=\sqrt{W_0}$ and $b=\sqrt{W_0-U}$. Since $U=a^2-b^2$, a factor $a-b$ cancels, leaving $\phi=\bar\kappa X$ with

$$\bar\kappa=\frac{2C}{3}\,\frac{a^2+ab+b^2}{a+b}. \qquad (9)$$

At fixed voltage the exponent is still linear in $X$. For $U\to0$, $b\to a$ and $\bar\kappa\to Ca$, the rectangular result.

**Is the prefactor still constant?** Let $\kappa_0$ and $\kappa_X$ be the local decay constants at the two ends. At the metal, matching to a decaying wave of amplitude $u$ gives $1+r=u$ and $ik(1-r)=-\kappa_0u$, so $|u|^2=4k^2/(k^2+\kappa_0^2)$. Crossing the film multiplies this by $(\kappa_0/\kappa_X)e^{-2\phi}$. At the surface, an arriving decaying part $d$ and a reflected part $g$ obey $d+g=s$ and $\kappa_X(g-d)=iks$. Hence $2\kappa_Xd=(\kappa_X-ik)s$ and $|s|^2=4\kappa_X^2|d|^2/(k^2+\kappa_X^2)$. The product is

$$T\approx\frac{16k^2\kappa_0\kappa_X}{(k^2+\kappa_0^2)(k^2+\kappa_X^2)}e^{-2\phi}. \qquad (10)$$

At fixed $U$ neither $\kappa_0$ nor $\kappa_X$ depends on $X$, so within this approximation rate (1) survives with $\kappa=\bar\kappa$.

**Contrast: fixed field.** If the field energy per length $f$ were constant instead, then $\phi=C\int_0^X\sqrt{W_0-fx}\,dx$ and

$$2\frac{d\phi}{dX}=2C\sqrt{W_0-fX}.$$

The decay constant would fall as the film thickened, and (3) would not follow. For $W_0=1.5$ eV, $f=0.25$ eV/nm and $X=2$ nm the exit barrier is 1 eV, and this expression gives 10.25 nm$^{-1}$. Numerical integration of the Schrödinger equation at 1.9 and 2.1 nm gives 10.33 nm$^{-1}$. The exit factor in (10) explains the difference: it now changes with $X$ and adds

$$\frac{f}{2W}\,\frac{k^2-\kappa_X^2}{k^2+\kappa_X^2}=\frac{0.25}{2}\cdot\frac{5-1}{5+1}\approx0.08\ \text{nm}^{-1},$$

where $W=W_0-fX$.

## 4. Numbers for one model film

I take round parameters: $W_0=1.5$ eV, $U_i=0.5$ eV, free-electron mass, $X_0=1$ nm, $v_0=0.1$ nm/s, $z=2$ and $\Omega=0.02$ nm$^3$. The rate $v_0$ is chosen freely, not calculated from the barrier. If a metal sent its full supply of electrons through this barrier and all were captured, the rate at 1 nm would be many orders of magnitude higher, and tunnelling would begin to limit growth only in a thicker film. The thicknesses and times below therefore illustrate (3); they do not predict the growth of a real oxide with this barrier. The voltage is first held at $U_i$. Then $a=1.2247$, $b=1$ (in eV$^{1/2}$), and

$$\bar\kappa=\frac{2(5.1232)}{3}\cdot\frac{1.5+1.2247+1}{2.2247}=5.718\ \text{nm}^{-1}.$$

So $2\bar\kappa=11.44$ nm$^{-1}$. The Schrödinger equation, integrated numerically for this tilted barrier at 2 and 3 nm, also gives 11.44 nm$^{-1}$ for twice the mean decay constant.

The growth length is $1/(2\bar\kappa)=0.0874$ nm, and the time constant is $\tau=1/(11.44\times0.1)=0.874$ s. Each late decade of time adds $2.303\times0.0874=0.201$ nm. Equation (3) gives:

| Time | $X$ (nm) |
|---|---|
| 1 s | 1.067 |
| 1 min | 1.371 |
| 1 h | 1.728 |
| 1 day | 2.006 |
| 1 year | 2.522 |

For the last row, $t/\tau=3.154\times10^7/0.874=3.61\times10^7$, whose logarithm is 17.40; multiplied by 0.0874 nm, this gives 1.52 nm of growth. Replacing the exponential by the numerically computed transmission of the tilted barrier, scaled to the same $v_0$, and integrating the rate in time gives 2.521 nm after a year. For this barrier at fixed voltage, the semiclassical exponential is ample.

Solving (3) for time gives

$$t=\tau\left[e^{2\bar\kappa(X-X_0)}-1\right].$$

The film reaches 2 nm after $8.1\times10^4$ s, a little under a day, but 3 nm only after 238 years. The extra nanometre multiplies the time by about $e^{11.44}$. This is why such a film appears to stop, although (3) has no final thickness.

**Releasing the voltage.** Now let $U$ follow from equating (8) to the tunnelling rate, with $B=0.1$ nm$^2$ s$^{-1}$ eV$^{-1}$ and a prefactor $A$ independent of $U$. Root finding gives $U_i-U=0.403$ eV at 1 nm. The ions are then not close to balance, and the rate is $0.1\times0.403/1=0.040$ nm/s rather than 0.1. At 2 nm the gap is only $2.2\times10^{-5}$ eV. Integrated in time, this film is thinner after 1 s, 1.035 nm against 1.067 nm, but after a year both have 2.522 nm. The early delay is lost in the logarithm, as the forgetting of $X_0$ in section 1 suggests. A gap of 0.4 eV is large for a linear ionic law, so the early part illustrates the mechanism and is not a forecast.

## 5. Electrons arriving at an angle

So far $F$ was constant. But electrons of one total energy also move parallel to the film. A smooth film conserves their parallel wavevector $p$, and the energy in that motion does not help them through. For a rectangular barrier and equal masses, the decay constant becomes $q=\sqrt{\kappa^2+p^2}$. Summing over $p$ in two dimensions, with the slowly varying matching factors held constant, gives a current proportional to

$$\int_0^\infty p\,e^{-2X\sqrt{\kappa^2+p^2}}\,dp=\int_\kappa^\infty q\,e^{-2Xq}\,dq,$$

because $q\,dq=p\,dp$. The upper limit may be infinite if the metal supplies all the small $p$ that matter. Integration by parts yields

$$e^{-2\kappa X}\left[\frac{\kappa}{2X}+\frac{1}{4X^2}\right]. \qquad (11)$$

A thicker film accepts a narrower cone of directions, so the prefactor falls roughly as $1/X$. For the tilted barrier of section 4, numerical quadrature between 2 and 3 nm gives an average power of $-1.035$ with the matching factors held constant; letting them vary with $p$ moves it to about $-1.09$. Strictly, then, this supply of electrons does not obey (1).

To find the effect on growth, keep the leading $1/X$ and the same initial rate:

$$\frac{dX}{dt}=v_0\frac{X_0}{X}e^{-2\kappa(X-X_0)}.$$

Separate the variables and integrate $x\,e^{2\kappa(x-X_0)}$ by parts:

$$v_0X_0t=\frac{1}{2\kappa}\left[\left(X-\frac{1}{2\kappa}\right)e^{2\kappa(X-X_0)}-\left(X_0-\frac1{2\kappa}\right)\right].$$

At late times the last term is negligible. Solving for the exponential and taking its logarithm gives

$$X\approx X_0+\frac1{2\kappa}\ln\frac t\tau-\frac1{2\kappa}\ln\frac{X-1/(2\kappa)}{X_0}. \qquad (12)$$

Multiplying the late expression for $t$ by the rate gives the slope:

$$\frac{dX}{d\ln t}=t\frac{dX}{dt}\approx\frac{1}{2\kappa}\left(1-\frac{1}{2\kappa X}\right). \qquad (13)$$

For $2\kappa X\to\infty$ the slope of the simple law returns.

With $\kappa=\bar\kappa$, time integration gives 2.45 nm after a year, 0.075 nm below the simple law. Equation (12) attributes this to $0.0874\ln(2.45-0.087)=0.075$ nm, with lengths in nm and $X_0=1$ nm. The slope is $0.0874(1-0.0874/2.45)=0.0843$ nm.

This answers the first decision only if tunnelling by electrons of one total energy, at a fixed voltage, is known to limit growth. The straight line is no proof of that, since any process with a rate of form (1) gives one, and other laws look straight over a limited range. An ion-limited rate proportional to $e^{X_1/X}$ with $X_1=28$ nm, matched to the model film at 1 min and 1 day, is straight within 0.01 nm between 1 h and 1 day; that line gives 2.6 nm after a year, whereas the law itself gives 3.1 nm. Equating the slope after a year to $1/(2\kappa)$ would overestimate $\kappa$ by the factor $0.0874/0.0843=1.037$, about 4 per cent. At fixed mass the effective barrier $\kappa^2/C^2$ would come out about 8 per cent too high. At fixed voltage the error is larger on an earlier stretch, where the film is thinner; while the voltage is still rising, (13) does not apply. In a cold metal, the spread of total energies below the Fermi level would increase the error further, because a thicker film also favours more strongly the electrons that face the lowest barrier. Thermally excited electrons above that level face a lower barrier still and act the other way. The net effect is not small: if electrons of all energies are captured, the factor 1.037, measured against $\bar\kappa$ at the Fermi level, becomes about 1.09 at zero temperature and 1.08 at 300 K, and the barrier comes out about 18 and 16 per cent too high. In a tilted film this effective barrier is not $W_0$: here it is $(5.718/5.1232)^2=1.25$ eV, close to the mean of the barriers at the two ends, 1.5 and 1 eV. A straight line alone does not reveal the error, because (13) varies so slowly with $X$. Nor does the slope separate mass from barrier height, since $\kappa$ contains their product. Two effects left out of the model matter as much for a real oxide. Image forces add their own power of $X$: a semiclassical estimate with a dielectric constant of 3 to 6 moves the factor 1.037 to between about 1.00 and 1.035, depending on what lies outside the film. And $\kappa=C\sqrt W$ assumes a parabolic band: with the two-band form $\kappa^2=C^2W(1-W/E_g)$ and a gap $E_g$ of 8 or 4 eV, the same barrier gives $\bar\kappa^2/C^2=1.05$ or 0.85 eV instead of 1.25 eV.

## 6. A second path for electrons

The second decision, extrapolation, depends on what happens when tunnelling has become very weak. Suppose that another electronic path, such as thermal emission or defects, adds a constant growth rate $v_p$, and that the ions can still keep up:

$$\frac{dX}{dt}=v_0e^{-2\kappa(X-X_0)}+v_p .$$

Let $y=e^{2\kappa(X-X_0)}$. Then $dy/dt=2\kappa y\,dX/dt=2\kappa(v_0+v_py)$, a linear equation with $y(0)=1$. Its solution is

$$y=\left(1+\frac{v_0}{v_p}\right)e^{2\kappa v_pt}-\frac{v_0}{v_p}. \qquad (14)$$

For $2\kappa v_pt\ll1$, expanding the exponential gives $y\approx1+2\kappa(v_0+v_p)t$. With $v_p\ll v_0$ this is the logarithmic law. For $2\kappa v_pt\gg1$, $\ln y$ grows as $2\kappa v_pt$ and the thickness rises linearly at rate $v_p$. The logarithmic stretch therefore ends near $t=1/(2\kappa v_p)$, when the two rates are comparable.

In the model film of section 4 the tunnelling rate after a year is $2.8\times10^{-9}$ nm/s. By (5), the charge current is $ez/\Omega$ times the growth rate. At the start this is $2\times0.1/0.02=10$ electrons nm$^{-2}$ s$^{-1}$, or 1.60 A/m$^2$; after a year it is $4.4\times10^{-8}$ A/m$^2$. Provided that tunnelling is known to limit growth, the film itself does not change and the ions keep up, extrapolation to a year is justified if the parallel currents together stay well below that value. To trust the 238 years for 3 nm, the permitted leakage is smaller again by about the ratio of the times, because the late tunnelling rate is $1/(2\kappa t)$. A straight line measured over one day cannot establish this; it needs separate knowledge of the leakage.
